# Comment on an argument that the nuclear Darwin-Foldy term is universal

## The argument under review

The argument runs as follows. Every charged particle of mass $M$ is smeared over its Compton wavelength, so every nucleus contributes a contact term $(\pi Z\alpha/2M^2)\,\delta^3(\mathbf r)$ to the binding of a lepton. This term is kinematic and separate from nuclear size. The same recoil formula, that of Barker and Glover, therefore serves for hydrogen and deuterium, and the radii fitted with it are the slopes of the proton form factor $G_E$ and the deuteron form factor $G_C$.

The conclusion holds for the proton and fails for the deuteron. An $S$ level measures one nuclear contact coefficient, and the part of it called Darwin-Foldy is fixed only after a radius has been defined.

## What an S level measures

Units are $\hbar=c=1$, the metric is $(+,-,-,-)$, and $a=Z\alpha$. The lepton has mass $m$ and spin 1/2, the nucleus mass $M$ and spin $I$, and $\mu=mM/(m+M)$. The regime is order $a^4$, elastic one-photon exchange and the hyperfine centroid, without radiative or polarizability terms. With $q=p'-p$, $P=p+p'$, $\mathbf Q=\mathbf p'-\mathbf p$ and spin states boosted from rest without rotation, the current per unit charge between states normalized to one particle per volume is $j^\mu=\langle p's'|J^\mu|ps\rangle/\sqrt{2E\,2E'}$. Let $\rho$ be the spin average of $j^0$.

To second order in momenta $\rho$ is a rotational scalar, symmetric under $\mathbf p\leftrightarrow\mathbf p'$ by parity and time reversal, so $\rho=1+c_1(\mathbf p^2+\mathbf p'^2)+c_2\,\mathbf p\cdot\mathbf p'$. At $\mathbf p'=\mathbf p$ it is the total charge, exactly 1, which forces $c_2=-2c_1$. Hence, for any spin and in any frame where $|\mathbf p|,|\mathbf p'|\ll M$,
$$\rho=1-\tfrac16 r_B^2\,\mathbf Q^2 ,$$
which defines $r_B^2$. The same reasoning at first order gives the averaged spatial current $\mathbf P/2M$, since the diagonal element is the velocity. Spin-orbit and quadrupole parts are traceless in spin, and their orbital operators have no first-order expectation value in an $S$ state. The spin-spin contact term averages to zero in the centroid.

In the centre-of-mass frame the nucleus carries $-\mathbf p$ and $-\mathbf p'$, so its current is $-\mathbf P/2M$. In Coulomb gauge, with retardation dropped as higher order,
$$V=-\frac{4\pi a}{\mathbf Q^2}\Big[\rho_l\rho_N-j_l^ij_N^k(\delta_{ik}-\hat Q_i\hat Q_k)\Big]=-\frac{4\pi a}{\mathbf Q^2}\Big[1-\frac{\mathbf Q^2}{6}(r_{B,l}^2+r_B^2)+\frac{p'^ip^k(\delta_{ik}-\hat Q_i\hat Q_k)}{mM}\Big].$$
The last form uses $\mathbf P/2=\mathbf p+\mathbf Q/2=\mathbf p'-\mathbf Q/2$, the projector removing $\mathbf Q$. In the second term $\mathbf Q^2$ cancels, leaving the repulsive $(2\pi a/3)(r_{B,l}^2+r_B^2)\,\delta^3(\mathbf r)$. For the third, $4\pi/\mathbf Q^4$ transforms to $-r/2$ because $-\nabla^2(-r/2)=1/r$, and $Q_iQ_k\to-\partial_i\partial_k$, so the kernel is $\delta_{ik}/r-\partial_i\partial_k(r/2)=\tfrac12(\delta_{ik}/r+r_ir_k/r^3)$. The nucleus enters at this order through $M$ and $r_B^2$ alone.

## The contact coefficient for three spins

Since $r_B^2$ is the same in all frames where the nucleus is slow, it can be read in the Breit frame, $\mathbf p'=-\mathbf p=\mathbf Q/2$. There $q^0=0$, $P^\mu=(2E,\mathbf 0)$ and $E^2=M^2(1+\eta)$ with $\eta=Q^2/4M^2$. For a form factor $G$ with $G(0)=1$, the radius is $r_G^2=-6\,dG/dQ^2$ at $Q^2=0$.

**Spin 0.** $J^\mu=F P^\mu$ gives $\rho=2EF/2E=F$ and $r_B^2=r_F^2$.

**Spin 1/2.** $J^\mu=\bar u'[F_1\gamma^\mu+i\sigma^{\mu\nu}q_\nu F_2/2M]u$, with $u=\sqrt{E+M}\,(\chi,\ \boldsymbol\sigma\cdot\mathbf p\,\chi/(E+M))$. From $\gamma^\mu\gamma^\nu=g^{\mu\nu}-i\sigma^{\mu\nu}$ follows $p'_\nu\gamma^\nu\gamma^\mu+\gamma^\mu\gamma^\nu p_\nu=P^\mu+i\sigma^{\mu\nu}q_\nu$, and the Dirac equation turns the left side into $2M\gamma^\mu$ between the spinors. Thus $J^\mu=(F_1+F_2)\,\bar u'\gamma^\mu u-F_2P^\mu\,\bar u'u/2M$. With $(\boldsymbol\sigma\cdot\mathbf p')(\boldsymbol\sigma\cdot\mathbf p)=-\mathbf p^2=-(E-M)(E+M)$,
$$\bar u'\gamma^0u=(E+M)-(E-M)=2M,\qquad \bar u'u=(E+M)+(E-M)=2E,$$
each times $\delta_{s's}$. Then $J^0=2M[F_1+F_2-F_2E^2/M^2]=2M(F_1-\eta F_2)\equiv 2MG_E$, and
$$\rho=\frac{G_E}{\sqrt{1+\eta}}=1-\frac{Q^2}{6}r_E^2-\frac{Q^2}{8M^2}+\dots,\qquad r_B^2=r_E^2+\frac{3}{4M^2}.$$
The Darwin-Foldy term is the factor $M/E$ that the definition of $G_E$ leaves outside. The point lepton has $G_E=1$, so $r_{B,l}^2=3/4m^2$.

**Spin 1.** The current is
$$J^\mu=-G_1\,\varepsilon'\!\cdot\varepsilon\,P^\mu-G_2\,(\varepsilon^\mu\,\varepsilon'\!\cdot q-\varepsilon'^\mu\,\varepsilon\cdot q)+G_3\,\frac{(\varepsilon\cdot q)(\varepsilon'\!\cdot q)}{2M^2}P^\mu ,$$
with real Cartesian polarizations $\varepsilon=(\mathbf p\cdot\mathbf e/M,\ \mathbf e+\mathbf p\,(\mathbf p\cdot\mathbf e)/M(E+M))$. Take $\mathbf Q$ along $z$. A transverse vector has $\varepsilon^0=0$ and $\varepsilon\cdot q=0$, so transverse elements give $J^0=2EG_1\delta_{ab}$ and mixed elements vanish. The longitudinal vectors have time components $\varepsilon^0=-Q/2M$ and $\varepsilon'^0=+Q/2M$ and $z$ component $1+(E-M)/M=E/M$. Therefore $\varepsilon'\!\cdot\varepsilon=-\eta-(1+\eta)$ and $\varepsilon\cdot q=\varepsilon'\!\cdot q=-EQ/M$. The $G_2$ bracket is $2\,(Q/2M)(EQ/M)=2E\cdot2\eta$, and the $G_3$ factor is $E^2Q^2/2M^4=2\eta(1+\eta)$. Collecting terms,
$$j^0_{zz}=(1+2\eta)G_1-2\eta G_2+2\eta(1+\eta)G_3=G_1+2\eta G_Q,\qquad G_Q\equiv G_1-G_2+(1+\eta)G_3 .$$
Separating the trace,
$$j^0_{ab}=G_C\,\delta_{ab}+2\eta G_Q\big(\hat Q_a\hat Q_b-\tfrac13\delta_{ab}\big),\qquad G_C\equiv G_1+\tfrac23\eta G_Q .$$
So $\rho=G_C$ exactly and $r_B^2=r_C^2$.

The three cases are $r_B^2=r^2+3\delta_I/4M^2$ with $\delta_0=0$, $\delta_{1/2}=1$, $\delta_1=0$. These values describe the form factors $F$, $G_E$ and $G_C$. The function $G_C\sqrt{1+\eta}$ is an equally admissible deuteron form factor, with radius $\tilde r^2=r_C^2-3/4M^2$ and $\delta=1$, and $G_E/\sqrt{1+\eta}$ is an admissible proton form factor with $\delta=0$.

## The level, and the term hidden in the recoil formula

With $r_B^2$ split as above, the correction to the Schrödinger-Coulomb problem is
$$H=-\frac{p^4}{8m^3}-\frac{p^4}{8M^3}+\pi a\Big(\frac1{2m^2}+\frac{\delta_I}{2M^2}+\frac{2r^2}{3}\Big)\delta^3(\mathbf r)-\frac{a}{2mM}\,p^i\Big(\frac{\delta_{ik}}r+\frac{r_ir_k}{r^3}\Big)p^k .$$
Let $\gamma=\mu a$ and $E_0=-\mu a^2/2n^2$ with $n=n_r+l+1$. The Hellmann-Feynman theorem in $a$ gives $\langle1/r\rangle=\gamma/n^2$. In $l$ it gives $(2l+1)\langle r^{-2}\rangle/2\mu=\mu a^2/n^3$, so $\langle r^{-2}\rangle=2\gamma^2/n^3$ at $l=0$. Let $R$ be the radial function with $\int R^2r^2dr=1$, and $u=rR$. Multiplying $u''=2\mu(-a/r-E_0)u$ by $2u'$ and integrating by parts gives $u'(0)^2=2\mu a\langle r^{-2}\rangle$, so $R(0)^2=4\gamma^3/n^3$ and $|\psi(0)|^2=\gamma^3/\pi n^3$. The two nuclear contact terms are
$$E_{\rm size}=\frac{2a^4\mu^3r^2}{3n^3},\qquad \delta_I\,E_{\rm DF},\qquad E_{\rm DF}=\frac{a^4\mu^3}{2n^3M^2}.$$
From $p^2\psi=2\mu(E_0+a/r)\psi$,
$$\langle p^4\rangle=4\mu^2\big(E_0^2+2E_0a\langle1/r\rangle+a^2\langle r^{-2}\rangle\big)=\gamma^4\Big(\frac1{n^4}-\frac4{n^4}+\frac8{n^3}\Big).$$
In an $S$ state the gradient is radial, both parts of the tensor contribute equally, and the last term of $H$ gives $-(a/mM)\int rR'^2dr$. The radial equation reads $(rR')'=-R'-2\mu(E_0r+a)R$, so integration by parts yields
$$\int rR'^2dr=-\tfrac12R(0)^2+2\mu\big(E_0\langle1/r\rangle+a\langle r^{-2}\rangle\big)=\gamma^3\Big(-\frac2{n^3}-\frac1{n^4}+\frac4{n^3}\Big).$$
Since $m^{-3}+M^{-3}=\mu^{-1}(m^{-2}-(mM)^{-1}+M^{-2})$, the kinetic terms give $a^4\mu^3(-n^{-3}+\tfrac38n^{-4})$ times that bracket. Adding the contact and transverse terms coefficient by coefficient,
$$\frac{\langle H\rangle-E_{\rm size}}{a^4\mu^3}=\frac1{m^2}\Big(\frac{3}{8n^4}-\frac1{2n^3}\Big)+\frac1{mM}\Big(\frac5{8n^4}-\frac1{n^3}\Big)+\frac1{M^2}\Big(\frac3{8n^4}-\frac{2-\delta_I}{2n^3}\Big).$$

The Barker-Glover binding energy of an $S$ level is $\mu(f-1)-\mu^2(f-1)^2/2(m+M)$, where $f=(1+a^2/\nu^2)^{-1/2}$ with $\nu=n-1+\sqrt{1-a^2}$ is the Dirac-Coulomb eigenvalue in units of the mass. With $\nu\simeq n-a^2/2$ one has $a^2/\nu^2\simeq a^2/n^2+a^4/n^3$ and $f-1\simeq-a^2/2n^2+a^4(\tfrac38n^{-4}-\tfrac12n^{-3})$. Using $\mu=\mu^3(m^{-2}+2(mM)^{-1}+M^{-2})$ and $\mu^2/(m+M)=\mu^3/mM$, the $a^4$ part in units of $a^4\mu^3$ has the coefficient $\tfrac38n^{-4}-\tfrac12n^{-3}$ for both $1/m^2$ and $1/M^2$, and $\tfrac34n^{-4}-n^{-3}-\tfrac18n^{-4}$ for $1/mM$. All three match $\langle H\rangle$ only for $\delta_I=1$. The formula shows no contact term, yet it contains $E_{\rm DF}$. For a radius with $\delta_I=0$ the level is the Barker-Glover value minus $E_{\rm DF}$ plus $E_{\rm size}$. A fit to deuterium with the unmodified formula must absorb $-E_{\rm DF}$ into the size term and returns
$$\tilde r^2=r_C^2-\frac{3}{4M_d^2}.$$
The factor $a^4\mu^3/n^3$ is common to both terms, so at this order the shift of $r^2$ is the same for every lepton and every $S$ level.

Exactly solvable cases confirm that the smearing picture is not universal. For a structureless spin-0 particle of mass $m$ in a static Coulomb field, $u''+[(E+a/r)^2-m^2]u=0$ is a Coulomb problem whose solution starts as $r^s$ with $s(s-1)=-a^2$. Its eigenvalue has the form of $f$ with $\nu=n-1+s=n-\tfrac12+\sqrt{\tfrac14-a^2}\simeq n-a^2$. The $a^4$ coefficient is $\tfrac38n^{-4}-n^{-3}$, which equals $-\langle p^4\rangle/8m^3$ in units of $ma^4$, with no room for a contact term. The Dirac level lies higher by $ma^4/2n^3$, the Darwin term.

## A point particle is also a convention

The opposite reading, that a point spin-1 particle has no contact term, also fails in general: with constant form factors and $G_3=0$ the term vanishes only when the $g$ factor defined next equals 1. A moment $\boldsymbol\mu=g\,\mathbf S/2M$ per unit charge has current $\nabla\times[\boldsymbol\mu\,\delta^3(\mathbf r-\mathbf R)]$ with matrix element $i(g/2M)\,\mathbf S\times\mathbf Q$. For spin 1, take $\varepsilon$ along $x$ and $\varepsilon'$ longitudinal. Only $-G_2\,\varepsilon^x\varepsilon'\!\cdot q$ survives, so $j^x=G_2Q/2M$. With $(S^k)_{ab}=-i\epsilon_{kab}$ one has $i\langle z|S^y|x\rangle=1$, so $G_2(0)=g$. For spin 1/2 in the Breit frame, $\bar u'\gamma^iu=\chi'^\dagger(\sigma^i\,\boldsymbol\sigma\cdot\mathbf p+\boldsymbol\sigma\cdot\mathbf p'\,\sigma^i)\chi=i\,\chi'^\dagger(\boldsymbol\sigma\times\mathbf Q)^i\chi$, and $\boldsymbol\sigma=2\mathbf S$ gives $g=2(1+\kappa)$ with $\kappa=F_2(0)$.

Constant $G_1=1$, $G_2=g$, $G_3=0$ give $G_Q=1-g$ and $r_B^2=-6\cdot\tfrac23(1-g)/4M^2=(g-1)/M^2$. For spin 1/2, differentiating $G_E=F_1-\eta F_2$ gives $r_E^2=r_1^2+3\kappa/2M^2$, where $r_1$ is the radius of $F_1$. Constant $F_1$ and $F_2$ then give $r_B^2=3(1+2\kappa)/4M^2=3(g-1)/4M^2$. Subtracting these point values defines a third convention, $r_1$ for the proton and $r_{\rm pt}^2=r_C^2-(g-1)/M^2$ for the deuteron, in which both nuclei have a contact term that depends on $g$. Unlike $r_1$, $r_{\rm pt}$ is not the radius of the first form factor. A constant $G_3$ changes the point value to $(g-1-G_3)/M^2$, and the deuteron quadrupole moment $G_Q(0)/M_d^2\approx0.286$ fm² implies $G_3(0)\approx26.5$. The radius of $G_1$ is then $\sqrt{r_C^2+G_Q(0)/M_d^2}\approx2.19$ fm.

## Size of the effect

The inputs are $1/\alpha=137.036$, $\hbar c=197.327$ MeV fm, $M_p=938.272$ MeV, $M_d=1875.613$ MeV, $\kappa_p=1.792847$ and $g_d=1.714025$, the last being the deuteron moment in nuclear magnetons times $M_d/M_p$. The tabulated radii $0.84075(64)$ fm and $2.12778(27)$ fm serve as anchors and are assumed to mean $r_E$ and $r_C$. The shifts of $r^2$ do not depend on this assumption.

$$\frac{3}{4M_p^2}=\frac34\Big(\frac{197.327}{938.272}\Big)^2=0.033172\ {\rm fm^2},\qquad\frac{3}{4M_d^2}=\frac34\Big(\frac{197.327}{1875.613}\Big)^2=0.0083013\ {\rm fm^2}.$$
$E_{\rm DF}$ is this area times the size coefficient $2\alpha^4\mu^3/3n^3$, evaluated with $\mu=0.5107208$, $0.5108598$, $94.96447$ and $100.0238$ MeV in the order below.

- H, $1S$: $1563.88\ {\rm kHz/fm^2}\times0.033172=51.88$ kHz. The $1S$–$2S$ frequency changes by $(\tfrac18-1)$ times this, $-45.39$ kHz.
- D, $1S$: $1565.15\ {\rm kHz/fm^2}\times0.0083013=12.99$ kHz, and $-11.37$ kHz in $1S$–$2S$.
- $\mu$H, $2S$: $5.19745\ {\rm meV/fm^2}\times0.033172=0.1724$ meV ($41.7$ GHz).
- $\mu$D, $2S$: $6.07319\ {\rm meV/fm^2}\times0.0083013=0.0504$ meV ($12.2$ GHz).

A $P$ wave function vanishes at the origin, so at this order $E_{\rm DF}$ raises the $2S$ level and leaves $2P$ in place. In the muonic atoms, where $2P$ lies above $2S$, including it shrinks the interval by the $2S$ value. In ordinary H and D, where $2S_{1/2}$ lies above $2P_{1/2}$, it widens that splitting.

For the deuteron, the procedure under review returns $\tilde r=\sqrt{2.12778^2-0.0083013}=2.12583$ fm, a shift of $-0.00195$ fm from $r_C$, or $7.2$ times the tabulated uncertainty. With $(g_d-1)/M_d^2=0.0079031$ fm², $r_{\rm pt}=2.12592$ fm, a shift of $-0.00186$ fm or $6.9$ uncertainties. The two lie close because the subtracted areas are in the ratio $(g_d-1)/\tfrac34$ and $g_d-1=0.714$.

For the proton, a fit with the term omitted returns $r_B=\sqrt{0.84075^2+0.033172}=0.86025$ fm, a shift of $+0.0195$ fm from $r_E$, about 30 uncertainties. It is ten times the deuteron shift because $\Delta r\simeq\Delta(r^2)/2r$, where $\Delta(r^2)$ is four times larger and $r$ is smaller by the ratio of the anchors. With $3\kappa_p/2M_p^2=0.11895$ fm², $r_1=\sqrt{0.84075^2-0.11895}=0.76676$ fm, a shift of $-0.0740$ fm.

The difference of squared radii is $r_C^2-r_E^2=3.8206$ fm² in the form-factor convention, $\tilde r^2-r_E^2=3.8123$ fm² when both nuclei are given $\delta=1$, and $r_C^2-r_B^2=3.7874$ fm² when both are given $\delta=0$. All three describe the same spectrum.

The numerical check tests the currents with explicit spinors and polarization vectors, the levels for $n=1,2,3$ symbolically, and $\tilde r$ by fitting the Barker-Glover formula to model values, computed from $H$ with $\delta_I=0$ and $r=r_C$ rather than measured, of the D $1S$–$2S$ interval and the $\mu$D $2S$ level.

## Limits of the analysis

The contact approximation needs $\gamma$ small against the form-factor scale. The $1S$ density $(\gamma^3/\pi)e^{-2\gamma r}$ has the transform $16\gamma^4/(4\gamma^2+Q^2)^2$, so a reduction $h(Q^2)$ of $\rho$ shifts the level in first order by $(2a/\pi)\int_0^\infty h\,16\gamma^4(4\gamma^2+Q^2)^{-2}dQ$. For $h=Q^2/8M^2$ the integral $\int_0^\infty Q^2(4\gamma^2+Q^2)^{-2}dQ=\pi/8\gamma$ returns $a\gamma^3/2M^2=E_{\rm DF}$. The full $h=G_E(1-1/\sqrt{1+\eta})$ differs from this by terms starting at $Q^4$, whose integral is set by $Q\gg\gamma$, where the kernel is $16\gamma^4/Q^4$. The relative deviation is thus linear in $\gamma$. For the model $G_E=(1+Q^2/\Lambda^2)^{-2}$ with $\Lambda^2=12/r_E^2$, $\Lambda=813$ MeV, the shift falls below $E_{\rm DF}$ by $2.9\times10^{-5}$ of $E_{\rm DF}$ in H and $5.3\times10^{-3}$ in $\mu$H, in proportion to $\mu$ within the tested 2%. Second-order perturbation theory, recoil and nuclear excitation enter at the same order $a^5$ and are omitted, so these figures indicate a size and are not corrections. At that order the split between radius and remainder must be redone term by term in the chosen convention. The size coefficient changes too. For $\mu$D $2S$, the Schrödinger equation with an exponential charge distribution of rms radius $r_C$ gives $dE/dr^2=5.94$ meV/fm² instead of $6.07$. This elastic effect alone would raise the absorbed area from $0.0083$ to $0.0085$ fm² and lower $\tilde r$ by $5\times10^{-5}$ fm. The values of $\delta_I$ were derived for $I=0,\tfrac12,1$ only; a higher spin needs its own form-factor definition before $\delta_I$ has a meaning.

## Requested changes

The claim of universality should be withdrawn. Each fitted radius should be labelled with its form factor. For deuterium, either $E_{\rm DF}$ is subtracted from the Barker-Glover $S$ levels, or the result is reported as $\tilde r$ and $0.0083$ fm² is added to $\tilde r^2$ before any comparison with the slope of $G_C$.

## Table of computed values

```
1/alpha = 137.035999 
hbar c = 197.32698 MeV fm
m_e = 0.51099895 MeV
m_mu = 105.65838 MeV
M_p = 938.27209 MeV
M_d = 1875.6129 MeV
kappa_p = 1.792847 
g_d = 1.714025 
anchor r_E(p) = 0.84075 fm
uncertainty r_p = 0.00064 fm
anchor r_C(d) = 2.12778 fm
uncertainty r_d = 0.00027 fm
3/(4Mp^2) = 0.033172 fm^2
3/(4Md^2) = 0.0083013 fm^2
3 kappa/(2Mp^2) = 0.11895 fm^2
(g_d-1)/Md^2 = 0.0079031 fm^2
mu(H) = 0.5107208 MeV
size coeff 1S H = 1563.88 kHz/fm^2
E_DF 1S H = 51.877 kHz
DF in 1S-2S H = -45.393 kHz
mu(muH) = 94.96447 MeV
size coeff 2S muH = 5.19745 meV/fm^2
E_DF 2S muH = 0.17241 meV
E_DF 2S muH = 41.689 GHz
mu(D) = 0.5108598 MeV
size coeff 1S D = 1565.15 kHz/fm^2
E_DF 1S D = 12.993 kHz
DF in 1S-2S D = -11.369 kHz
mu(muD) = 100.0238 MeV
size coeff 2S muD = 6.07319 meV/fm^2
E_DF 2S muD = 0.050416 meV
E_DF 2S muD = 12.19 GHz
r_B(p) = 0.860252 fm
r_B(p) shift = 0.0195 fm
r_B(p) shift/uncertainty = 30.5 
r_1(p) = 0.766756 fm
r_1(p) shift = -0.07399 fm
r_1(p) shift/uncertainty = -116.0 
r~(d) = 2.12583 fm
r~(d) shift = -0.001952 fm
r~(d) shift/uncertainty = -7.23 
r_pt(d) = 2.12592 fm
r_pt(d) shift = -0.001858 fm
r_pt(d) shift/uncertainty = -6.88 
r~(d) BG fit D 1S-2S = 2.12583 fm
r~(d) BG fit muD 2S = 2.12583 fm
r_C^2 - r_E^2 = 3.82059 fm^2
r~^2 - r_E^2 = 3.81229 fm^2
r_C^2 - r_B(p)^2 = 3.78741 fm^2
dipole Lambda = 813.04 MeV
DF contact-approx deviation H 1S = 2.87e-5 
DF contact-approx deviation muH 1S = 0.00532
```
